# Ewald energy and screened Madelung constant in an anisotropic dielectric

## Definitions and conventions

A crystal cell of volume $\Omega$ is repeated by the lattice vectors $\mathbf R$; the reciprocal vectors are $\mathbf G$. Each cell holds point charges $q_i$ at $\mathbf r_i$, with total $Q=\sum_i q_i$. They sit in a homogeneous, linear, local medium whose dielectric tensor $\varepsilon$ is real, symmetric and positive definite. The algebra uses Gaussian atomic units. Numerical energies are in eV and lengths in Å, with $e^2/4\pi\epsilon_0=14.39965$ eV Å.

The displacement field is $-\varepsilon\nabla V$, so that

$$-\nabla\cdot(\varepsilon\nabla V)=4\pi\rho,\qquad \rho(\mathbf r)=\sum_{i,\mathbf R}q_i\,\delta(\mathbf r-\mathbf r_i-\mathbf R)-\frac{Q}{\Omega}. \tag{1}$$

The potential $V$ is taken to be periodic, which means that there is no macroscopic field. The integral of the left side over a cell then vanishes, and the uniform background $-Q/\Omega$ is what makes the right side vanish too.

The energy is the reversible work of charging. If all charges are scaled by $\lambda$, linearity gives the potential $\lambda V$, and the work per cell is

$$U=\int_0^1 \lambda\,d\lambda\int_\Omega\rho V\,d^3r=\frac12\int_\Omega\rho V\,d^3r. \tag{2}$$

Adding a constant to $V$ leaves $U$ unchanged, because $\int_\Omega\rho\,d^3r=0$. We may therefore choose $V$ to have zero mean. For point charges $U$ contains infinite self-energies, which will be removed by subtracting those of the same charges isolated in the infinite medium.

## The isolated charge

Let $\mathbf r=\varepsilon^{1/2}\mathbf s$, where $\varepsilon^{1/2}$ is the symmetric positive root. The chain rule gives $\nabla_r=\varepsilon^{-1/2}\nabla_s$, and hence

$$\nabla_r\cdot\varepsilon\nabla_r=\nabla_s\cdot\varepsilon^{-1/2}\,\varepsilon\,\varepsilon^{-1/2}\nabla_s=\nabla_s^2. \tag{3}$$

Volumes transform as $d^3r=\sqrt{\det\varepsilon}\,d^3s$. A delta function must keep its unit integral, so $\delta(\mathbf r)=\delta(\mathbf s)/\sqrt{\det\varepsilon}$. For one charge $q$ at the origin, equation (1) without background becomes $-\nabla_s^2V=4\pi q\,\delta(\mathbf s)/\sqrt{\det\varepsilon}$. This is the vacuum problem with a reduced charge, and its decaying solution is

$$V(\mathbf r)=\frac{q}{\sqrt{\det\varepsilon}\;s},\qquad s=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}. \tag{4}$$

Along principal axis $i$, $s=r/\sqrt{\varepsilon_i}$. The effective dielectric constant in that direction is therefore $\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3/\varepsilon_i}=\sqrt{\varepsilon_j\varepsilon_k}$, the geometric mean of the two transverse components. The component along the line of separation drops out.

## The periodic potential

Let $\psi$ be the zero-mean periodic potential of one unit charge per cell with its background:

$$-\nabla\cdot(\varepsilon\nabla\psi)=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big]. \tag{5}$$

The Fourier series of the delta comb is $\Omega^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, and the background cancels its $\mathbf G=0$ term. Acting on $e^{i\mathbf G\cdot\mathbf r}$, the operator on the left gives $\mathbf G\cdot\varepsilon\cdot\mathbf G$. Hence

$$\psi_{\mathbf G}=\frac{4\pi}{\Omega\,\mathbf G\cdot\varepsilon\cdot\mathbf G}\quad(\mathbf G\ne0),\qquad \psi_{\mathbf 0}=0. \tag{6}$$

The coordinate map gives the same kernel. The mapped lattice consists of the vectors $\varepsilon^{-1/2}\mathbf R$ and has cell volume $\Omega_s=\Omega/\sqrt{\det\varepsilon}$. With $\mathbf k=\varepsilon^{1/2}\mathbf G$, phases are preserved, $\mathbf k\cdot\mathbf s=\mathbf G\cdot\mathbf r$, and $k^2=\mathbf G\cdot\varepsilon\cdot\mathbf G$. The vacuum coefficient $4\pi/(\Omega_sk^2)$, multiplied by the charge factor $1/\sqrt{\det\varepsilon}$ of (4), is equation (6).

The series with coefficients (6) converges poorly, and it diverges at the charge. We split off a short-range part with an arbitrary parameter $\gamma>0$, an inverse length:

$$\psi^{\rm sr}(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\gamma s_{\mathbf R})}{\sqrt{\det\varepsilon}\,s_{\mathbf R}},\qquad s_{\mathbf R}^2=(\mathbf r-\mathbf R)\cdot\varepsilon^{-1}\cdot(\mathbf r-\mathbf R). \tag{7}$$

Its Fourier coefficient is an integral over one cell of a sum over cells, which is one integral over all space. The factor $\sqrt{\det\varepsilon}$ from the volume element cancels the one in (7), and integration over angles leaves

$$\psi^{\rm sr}_{\mathbf G}=\frac1\Omega\int\frac{\operatorname{erfc}(\gamma s)}{s}e^{-i\mathbf k\cdot\mathbf s}\,d^3s=\frac{4\pi}{\Omega k}\int_0^\infty\sin(ks)\operatorname{erfc}(\gamma s)\,ds. \tag{8}$$

Integrate by parts, using $d\operatorname{erfc}(\gamma s)/ds=-(2\gamma/\sqrt\pi)e^{-\gamma^2s^2}$. The boundary term is $1/k$, so

$$\int_0^\infty\sin(ks)\operatorname{erfc}(\gamma s)\,ds=\frac1k-\frac{2\gamma}{k\sqrt\pi}\int_0^\infty\cos(ks)\,e^{-\gamma^2s^2}ds=\frac{1-e^{-k^2/4\gamma^2}}{k}, \tag{9}$$

because the Gaussian integral equals $(\sqrt\pi/2\gamma)e^{-k^2/4\gamma^2}$. Thus

$$\psi^{\rm sr}_{\mathbf G}=\frac{4\pi}{\Omega k^2}\big(1-e^{-k^2/4\gamma^2}\big),\qquad \psi^{\rm sr}_{\mathbf 0}=\frac{\pi}{\Omega\gamma^2}. \tag{10}$$

The second value is the limit $k\to0$, where the bracket tends to $k^2/4\gamma^2$. The remainder $\psi-\psi^{\rm sr}$ has the coefficients (6) minus (10). Summing it in reciprocal space gives

$$\psi(\mathbf r)=\psi^{\rm sr}(\mathbf r)+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\Omega\gamma^2}. \tag{11}$$

Both sums converge rapidly. The last term restores the zero mean. Only with it included is the result independent of $\gamma$, since the complete Fourier coefficients are then those of (6).

## On-site value and energy

At the charge we remove its isolated potential (4):

$$\psi_0=\lim_{\mathbf r\to0}\Big[\psi(\mathbf r)-\frac{1}{\sqrt{\det\varepsilon}\,s}\Big]. \tag{12}$$

In the $\mathbf R=0$ term of (7) this replaces $\operatorname{erfc}(\gamma s)/s$ by $-\operatorname{erf}(\gamma s)/s$, which tends to $-2\gamma/\sqrt\pi$. Therefore

$$\psi_0=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma s_{\mathbf R})}{\sqrt{\det\varepsilon}\,s_{\mathbf R}}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}-\frac{\pi}{\Omega\gamma^2}-\frac{2\gamma}{\sqrt{\pi\det\varepsilon}}, \tag{13}$$

with $s_{\mathbf R}$ evaluated at $\mathbf r=0$.

The full potential is $V(\mathbf r)=\sum_jq_j\psi(\mathbf r-\mathbf r_j)$. In (2) the background contributes $-(Q/2\Omega)\int_\Omega V\,d^3r=0$, because $V$ has zero mean. Only the point charges remain, and removing the isolated self-energies replaces the diagonal value of $\psi$ by $\psi_0$:

$$E=\frac12\sum_{i\ne j}q_iq_j\,\psi(\mathbf r_i-\mathbf r_j)+\frac{\psi_0}{2}\sum_iq_i^2. \tag{14}$$

The removed self-energies do not depend on the positions, since the medium is homogeneous.

The screened Madelung constant is $v_M=-\psi_0$. It is an inverse length; its dimensionless form is $\Omega^{1/3}v_M$. For one charge per cell,

$$E=-\tfrac12q^2v_M,\qquad \Delta E_{\rm PC}=0-E=+\tfrac12q^2v_M. \tag{15}$$

The correction $\Delta E_{\rm PC}$ takes the periodic energy to the isolated limit. It is the point-charge part of the Kumagai–Oba scheme for charged defects. That scheme also has a potential-alignment part, which is a separate matter. The tensor must describe the response that the supercell calculation contains: electronic screening alone if the ions are held fixed, electronic plus ionic screening if they relax.

## Scaling and limiting cases

Since $\psi$ is the vacuum potential of the mapped lattice divided by $\sqrt{\det\varepsilon}$,

$$v_M(\varepsilon,\{\mathbf R\})=\frac{v_M(1,\{\varepsilon^{-1/2}\mathbf R\})}{\sqrt{\det\varepsilon}}. \tag{16}$$

A vacuum Madelung constant scales as an inverse length, so it equals $C/\Omega_s^{1/3}$, where $C$ depends on the shape of the mapped lattice alone. Inserting $\Omega_s=\Omega/\sqrt{\det\varepsilon}$ gives

$$v_M=\frac{C}{\bar\varepsilon_g\,\Omega^{1/3}},\qquad \bar\varepsilon_g=(\det\varepsilon)^{1/3}. \tag{17}$$

For an isotropic medium and a cube of edge $L$ this reduces to $v_M=\alpha/(\varepsilon L)$, with $\alpha=2.837297$.

**Weak anisotropy.** Let $\varepsilon=\varepsilon_0(1+\eta)$ with small symmetric $\eta$. The first-order change of $v_M$ is a linear function of $\eta$. In a cubic cell it must be unchanged when $\eta$ is rotated by any cubic symmetry operation, which leaves only a multiple of $\operatorname{Tr}\eta$. The case $\eta=t\,1$, where $v_M\propto1/(1+t)$, fixes the factor:

$$\frac{\delta v_M}{v_M}=-\frac13\operatorname{Tr}\eta. \tag{18}$$

A scalar mean of $\varepsilon$ is thus adequate to first order. The arithmetic, geometric and harmonic means agree at this order, so (18) does not prefer one of them. In a non-cubic cell the argument fails. For $\varepsilon=10\,[1+\delta\,\mathrm{diag}(1,1,-2)]$ and a tetragonal cell with $c/a=1.5$, the relative slope $d\ln v_M/d\delta$ at $\delta=0$ is $-0.508$, although the trace does not change.

**Long mapped cell.** Let the mapped cell be tetragonal with edges $a_s$ and $c_s>a_s$. The charges then form square layers a distance $c_s$ apart. Averaged over the layer plane, the mapped vacuum potential $\phi$ obeys $-\phi''=4\pi[\delta(z)/a_s^2-1/(a_s^2c_s)]$ within a period. The zero-mean solution is

$$\phi(z)=\frac{2\pi}{a_s^2c_s}\Big(z^2-c_s|z|+\frac{c_s^2}{6}\Big)\quad(|z|\le c_s),\qquad \phi(0)=\frac{\pi c_s}{3a_s^2}. \tag{19}$$

A lateral Fourier component of wavenumber $g\neq0$ from one layer obeys $-f''+g^2f=4\pi\delta(z)/a_s^2$, so $f=(2\pi/a_s^2g)\,e^{-g|z|}$. The smallest $g$ is $2\pi/a_s$, and other layers contribute terms of order $e^{-2\pi c_s/a_s}$. The charge's own layer, after subtraction of $1/s$, gives a number divided by the only length in the layer, written $-A/a_s$. Hence

$$v_M\simeq\frac{1}{\sqrt{\det\varepsilon}}\Big(\frac{A}{a_s}-\frac{\pi c_s}{3a_s^2}\Big). \tag{20}$$

Each charge sits at the maximum of the layer-averaged potential, which makes $\phi(0)$ positive. This value grows with the layer spacing because the averaged field beside a layer, $2\pi/a_s^2$ by (19), does not depend on $c_s$, while the distance over which the potential falls does. For a sufficiently long mapped cell it wins, and $v_M$ becomes negative.

## Worked example

Take the model tensor $\varepsilon=\mathrm{diag}(16,16,4)$, a cubic cell of edge 12 Å, so $\Omega=1728$ Å$^3$, and one charge $q=1$. Then $\sqrt{\det\varepsilon}=32$. The mapped edges are $12/4=3$ Å along $x$ and $y$ and $12/2=6$ Å along $z$. The cubic cell is electrostatically a tetragonal one with $c_s/a_s=2$.

For $\gamma=0.46893$ Å$^{-1}$ the last two terms of (13) are

$$-\frac{\pi}{1728\times0.46893^2}=-0.00827\ \text{Å}^{-1},\qquad -\frac{2\times0.46893}{32\sqrt\pi}=-0.01654\ \text{Å}^{-1}.$$

The four terms for two values of $\gamma$, in units of $10^{-3}$ Å$^{-1}$, are:

| $\gamma$ (Å$^{-1}$) | real | reciprocal | background | self | sum |
|---|---|---|---|---|---|
| 0.46893 | 2.09 | 3.90 | −8.27 | −16.54 | −18.81 |
| 0.70340 | 0.12 | 9.55 | −3.67 | −24.80 | −18.81 |

The individual terms change strongly and the sum does not (the entries are rounded separately). With $v_M=0.018811$ Å$^{-1}$,

$$\Delta E_{\rm PC}=\tfrac12\times14.39965\times0.018811=0.1354\ \text{eV},$$

or 0.00498 hartree. A charge $q=2$ would need four times as much.

Replacing the tensor by a scalar in the same cube gives 0.1419 eV for the arithmetic mean 12, 0.1689 eV for the geometric mean 10.08, and 0.2128 eV for the harmonic mean 8. Relative to the tensor result these are too large by 5%, 25% and 57%. The anisotropy is not weak here, so (18) does not explain why the arithmetic mean comes closest; that is a finding for this tensor and this cell.

Now vary $c/a$ at fixed volume. The mapped ratio is $c_s/a_s=(c/a)\sqrt{16/4}=2c/a$.

| $c/a$ | 0.5 | 1.0 | 1.5 | 2.0 | 2.5 |
|---|---|---|---|---|---|
| $\Delta E_{\rm PC}$ (eV) | 0.1689 | 0.1354 | 0.0651 | −0.0273 | −0.1360 |

The largest correction occurs at $c/a=0.5$, where the mapped cell is a cube. Cubic symmetry makes $C$ stationary there; that the point is a maximum is a numerical result, for tetragonal cells with $c/a$ between 0.25 and 2.5. Over all cell shapes it is a saddle point: a shear of the mapped cube at fixed volume raises $C$, and face- and body-centred cubic mapped lattices have $C=2.888$. Since $C=\alpha$ for the mapped cube, (17) gives the value obtained above from the geometric mean in a cubic cell.

Within the range of the table the correction vanishes at $c/a=1.862$, or $c_s/a_s=3.7245$. Equation (20) then requires $A=\pi\times3.7245/3=3.900$. With this value it predicts, for the cubic cell,

$$v_M\simeq\frac{1}{32}\Big(\frac{3.900}{3}-\frac{6\pi}{3\times9}\Big)=0.0188\ \text{Å}^{-1},$$

in agreement with the Ewald sum. The correction also changes sign for very flat cells, at $c/a\approx0.120$, where the charges form closely spaced chains along $z$ and (20) does not apply. A cell with $v_M=0$ is free of the point-charge image energy only. Errors from the spatial extent of the defect charge and from potential alignment can remain.

Equation (14) also covers several charges. Place charges $+1$ and $-1$ a distance 3 Å apart in the cubic cell. Along $x$ the effective constant is $\sqrt{16\times4}=8$, and the isolated interaction is $-14.39965/(8\times3)=-0.600$ eV. Along $z$ the constant is $\sqrt{16\times16}=16$, and the interaction is $-0.300$ eV. The attraction is weaker along the axis with the smaller dielectric component, because the transverse components do the screening.

The periodic energies are $-0.623$ eV along $x$ and $-0.264$ eV along $z$. To see the origin of the shifts, write $\chi(\mathbf r)=\psi(\mathbf r)-1/(\sqrt{\det\varepsilon}\,s)$, so that $\chi(0)=\psi_0$. For the pair separated by $\mathbf d$, (14) gives $E=\psi_0-\psi(\mathbf d)$, and therefore

$$E-E_{\rm isolated}=\chi(0)-\chi(\mathbf d). \tag{21}$$

Inversion symmetry of the lattice makes $\chi$ even, so this difference starts at second order in $\mathbf d$: that leading term is the interaction of the pair's dipole with its images, summed under the condition of zero macroscopic field, and the higher orders come from higher multipoles. The full difference, all orders included, is $-0.023$ eV along $x$ and $+0.036$ eV along $z$; the dipole term alone gives $-0.021$ eV and $+0.05$ eV, so along $z$ the higher multipoles are not small. A neutral pair therefore still has a finite-size error. In this cell its sign depends on direction, but that is not general. Near the origin (5) gives $\nabla_s^2\chi=4\pi/\Omega$. If the mapped cell is a cube, symmetry shares this equally among the three axes, so $\chi\simeq\chi(0)+(2\pi/3\Omega)s^2$, and the second-order shift $-(2\pi/3\Omega)\,\mathbf d\cdot\varepsilon^{-1}\cdot\mathbf d$ is negative in every direction.

## Range of validity and numerical checks

The result rests on a local, linear and homogeneous medium. It fails for charges so close that microscopic screening matters, for a slab with vacuum, where $\varepsilon$ varies in space, and for a metal, where static screening is not described by a finite $\varepsilon$. For a defect whose charge extends over much of the cell, (15) is not a sufficient correction.

The numerical output includes checks with a triclinic cell and a full tensor. A direct lattice sum with Gaussian damping, minus its background integral and extrapolated to zero damping, reproduces $\psi_0=-0.04587$ Å$^{-1}$ without using the reciprocal-space kernel. The field energy of narrow Gaussian charges, minus their isolated self-energies and extrapolated to zero width, reproduces the energy (14) of a three-ion cell with net charge, $-1.1239$ eV.

## Table of computed values

```
Tests on a triclinic cell with a full dielectric tensor
enclosed charge, sphere around charge: 1.000000 e
enclosed charge, sphere beside charge: 0.000000 e
on-site potential, Ewald:      -0.0458699 1/angstrom
on-site potential, direct sum: -0.0458699 1/angstrom
three-ion energy, Ewald:        -1.12386 eV
three-ion energy, field energy: -1.12386 eV
Worked example
e^2/(4 pi eps0): 14.39965 eV angstrom
eps_xx, eps_yy, eps_zz: 16, 16, 4
sqrt(det eps): 32.000
cubic cell edge: 12.0 angstrom
mapped edges x, z: 3.00, 6.00 angstrom
isotropic cubic constant alpha: 2.837297
gamma = 0.46893 1/angstrom; terms in 1/angstrom:
  real 0.0020907, reciprocal 0.0039016
  background -0.0082677, self -0.0165354
  sum -0.0188109
gamma = 0.70340 1/angstrom; terms in 1/angstrom:
  real 0.0001192, reciprocal 0.0095477
  background -0.0036745, self -0.0248031
  sum -0.0188109
screened Madelung constant v_M: 0.0188109 1/angstrom
dimensionless edge * v_M: 0.225730
correction +q^2 v_M/2, q=1: 0.13543 eV
same correction: 0.004977 hartree
arithmetic mean eps 12.000: correction 0.14186 eV
geometric mean eps 10.079: correction 0.16889 eV
harmonic mean eps 8.000: correction 0.21279 eV
Correction against c/a at fixed volume, q=1
  c/a 0.5: 0.16889 eV
  c/a 1.0: 0.13543 eV
  c/a 1.5: 0.06513 eV
  c/a 2.0: -0.02726 eV
  c/a 2.5: -0.13596 eV
c/a of largest correction: 0.5000 (mapped 1.0000)
c/a of zero correction: 1.8622 (mapped 3.7245)
Relative slope of v_M with traceless anisotropy (1,1,-2)
  cubic cell: 0.00000; cell with c/a=1.5: -0.50776
Pair of charges +1 and -1, separation 3.0 angstrom
  along x: effective eps 8.000, isolated -0.59999 eV, periodic -0.62271 eV
  along z: effective eps 16.000, isolated -0.29999 eV, periodic -0.26367 eV
```
